**Machlup's spectrum of a random telegraph current**

A current that jumps by ΔI when a trap is filled or emptied, with mean capture time τ_c and mean emission time τ_e, has the one-sided spectrum S(f) = 4ΔI² / {(τ_c+τ_e)[(1/τ_c+1/τ_e)² + (2πf)²]}. Its half-power point lies at the angular frequency 1/τ_c + 1/τ_e, the sum of the two switching rates. The program asserts the covariance and its cosine transform against matrix exponentials, and the half-power point against a root search on the rate-matrix spectrum for five pairs of times. It also asserts agreement with a Monte Carlo ensemble built from random dwell times, to within 7 percent at each of 12 frequencies. For τ_c = 2 ms and τ_e = 0.5 ms the output gives a corner of 2500 s⁻¹, or 397.9 Hz, and the fit to the simulated spectrum gives 2505 s⁻¹. A three-state model with the same mean times shows the limit of the result: its plateau is 0.75 of Machlup's value and its half-power point lies at 1.479 times the sum of rates. The remaining lines size temperature drift, flicker and shot noise, amplifier bandwidth, record length and trap degeneracy for the same example.

## Numerical check

```python
"""Random telegraph current of one trap: test of Machlup's spectrum.

Result under test (one-sided, f > 0, mean current removed):
  S(f) = 4 jump^2 / ((tc + te) * ((1/tc + 1/te)^2 + (2 pi f)^2))
with half power at the angular frequency 1/tc + 1/te.
  jump : difference of the two current levels
  tc   : mean time to capture (trap empty, high current)
  te   : mean time to emission (trap filled, low current)
Rate matrices M act on probability columns: dp/dt = M p.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def machlup(f, jump, tc, te):
    return 4 * jump**2 / ((tc + te) * ((1/tc + 1/te)**2 + (2*np.pi*f)**2))


def two_state(tc, te):
    """State 0 empty, state 1 filled."""
    return np.array([[-1/tc, 1/te], [1/tc, -1/te]])


def hidden_stage(tc, te):
    """Emission in two successive stages, each of mean duration te/2."""
    return np.array([[-1/tc, 0, 2/te], [1/tc, -2/te, 0], [0, 2/te, -2/te]])


def stationary(M):
    n = len(M)
    A = np.vstack([M, np.ones(n)])
    b = np.append(np.zeros(n), 1.0)
    return np.linalg.lstsq(A, b, rcond=None)[0]


def fluctuation(M):
    """Stationary probabilities and current deviations for a unit jump."""
    p = stationary(M)
    level = np.zeros(len(M))
    level[0] = 1.0
    return p, level - level @ p


def matrix_spectrum(omega, M):
    """Four times the real part of the Laplace transform of the covariance."""
    p, d = fluctuation(M)
    x = np.linalg.solve(1j*omega*np.eye(len(M)) - M, p*d)
    return 4 * (d @ x).real


# ---------- inputs of the example (SI) ----------
T = 300.0
current = 1e-6
jump = 20e-9
tc, te = 2e-3, 0.5e-3
kc, ke = 1/tc, 1/te
lam = kc + ke
fc = lam / (2*np.pi)
filled = te / (tc + te)
S0 = machlup(0.0, jump, tc, te)
kT = const.k * T / const.e
level_eV = kT * np.log(tc/te)

# ---------- covariance and its cosine transform, times in ms ----------
a, b = tc*1e3, te*1e3
M2 = two_state(a, b)
rate = 1/a + 1/b
p2, d2 = fluctuation(M2)
for t in (0.05, 0.3, 1.0, 4.0):
    U = expm(M2*t)
    assert abs(U[1, 1] - (filled + (1-filled)*np.exp(-rate*t))) < 1e-10
    cov = d2 @ U @ (p2*d2)
    assert abs(cov - filled*(1-filled)*np.exp(-rate*t)) < 1e-10
for w in (0.2, 1.0, 2.5, 9.0):
    integral = quad(lambda t: d2 @ expm(M2*t) @ (p2*d2), 0, 40/rate,
                    weight='cos', wvar=w, epsabs=1e-10)[0]
    assert abs(4*integral / machlup(w/(2*np.pi), 1, a, b) - 1) < 1e-6

# ---------- area equals variance of the two-level current ----------
area = quad(lambda f: machlup(f, 1, a, b), 0, np.inf)[0]
assert abs(area - p2 @ d2**2) < 1e-7

# ---------- half-power point for several asymmetries ----------
for x, y in ((1, 1), (2, 0.5), (0.5, 2), (1, 100), (30, 0.7)):
    M = two_state(x, y)
    r = 1/x + 1/y
    plateau = matrix_spectrum(1e-6*r, M)
    half = brentq(lambda w: matrix_spectrum(w, M) - plateau/2, 0.01*r, 50*r)
    assert abs(half/r - 1) < 1e-6
for w in (0.1, 2.0, 8.0):   # exchange of the two times leaves S unchanged
    swapped = matrix_spectrum(w, two_state(b, a))
    assert abs(matrix_spectrum(w, M2)/swapped - 1) < 1e-9

# ---------- Monte Carlo from random dwell times only ----------
rng = np.random.default_rng(7)
records, dwells, length = 4000, 300, 0.2
start_filled = rng.random(records) < filled
is_filled = (np.arange(dwells)[None, :] + start_filled[:, None]) % 2 == 1
times = rng.exponential(1.0, (records, dwells)) * np.where(is_filled, te, tc)
edges = np.hstack([np.zeros((records, 1)), np.cumsum(times, axis=1)])
assert edges[:, -1].min() > length
edges = np.minimum(edges, length)
mc_filled = (np.diff(edges, axis=1) * is_filled).sum() / (records*length)
# whole multiples of 1/length, so that the mean current drops out
freqs = np.array([50, 100, 150, 200, 300, 400, 500, 600, 800, 1000,
                  1250, 1500.0])
mc_S = []
for f in freqs:
    w = 2*np.pi*f
    phase = np.exp(-1j*w*edges)
    pieces = (phase[:, :-1] - phase[:, 1:]) / (1j*w)
    X = jump * (pieces * ~is_filled).sum(axis=1)
    mc_S.append(2*np.mean(abs(X)**2)/length)
mc_S = np.array(mc_S)
# scatter per frequency is about 1/sqrt(4000) = 1.6 percent
mc_dev = np.max(abs(mc_S/machlup(freqs, jump, tc, te) - 1))
assert mc_dev < 0.07
fermi = 1/(1 + np.exp(level_eV/kT))
assert abs(mc_filled - fermi) < 0.002

# straight line of 1/S against omega^2, with equal relative weights
inv = S0/mc_S
u = (2*np.pi*freqs/1000)**2
design = np.column_stack([1/inv, u/inv])
c0, c1 = np.linalg.lstsq(design, np.ones(len(inv)), rcond=None)[0]
mc_lam = 1000*np.sqrt(c0/c1)
mc_S0 = S0/c0
assert abs(mc_lam/lam - 1) < 0.04
product = mc_S0*mc_lam/(4*jump**2)
root = (1 - np.sqrt(1 - 4*product))/2
mc_tc, mc_te = 1/(mc_lam*root), 1/(mc_lam*(1-root))
assert abs(root - filled) < 0.03

# ---------- hidden stage: same mean times, other dwell statistics ----------
M3 = hidden_stage(a, b)
assert abs(stationary(M3)[0] - (1-filled)) < 1e-10
plateau3 = matrix_spectrum(1e-6*rate, M3)
ratio_plateau = plateau3 / machlup(0, 1, a, b)
half3 = brentq(lambda w: matrix_spectrum(w, M3) - plateau3/2,
               0.5*rate, 5*rate)
tail_w = 100*rate
tail_law = 1/(np.pi**2 * (tail_w/(2*np.pi))**2 * (a+b))
ratio_tail = matrix_spectrum(tail_w, M3) / tail_law
assert abs(ratio_plateau - 1) > 0.1 and abs(half3/rate - 1) > 0.05
assert abs(ratio_tail - 1) < 0.01
assert abs(matrix_spectrum(tail_w, M2)/tail_law - 1) < 0.01

# ---------- other neglected effects ----------
activation = 0.5
kB_eV = const.k/const.e
heat = np.exp(activation/kB_eV*(1/T - 1/(T+1))) - 1
flicker_rel = 1e-7
flicker = flicker_rel*current**2
f_low = brentq(lambda f: machlup(f, jump, tc, te) - flicker/f, 0.01, fc)
flicker_fc = flicker/fc/(S0/2)
white = 2*const.e*current
f_high = brentq(lambda f: machlup(f, jump, tc, te) - white, fc, 1e8)
band = 10e3
band_loss = 1 - 1/(1 + (fc/band)**2)
record = 10.0
cycles = int(round(record/(tc+te)))
scatter = np.sqrt(kc**2 + ke**2)/lam/np.sqrt(cycles)
mean_c = rng.exponential(tc, (1000, cycles)).mean(axis=1)
mean_e = rng.exponential(te, (1000, cycles)).mean(axis=1)
mc_scatter = np.std(1/mean_c + 1/mean_e)/lam
assert abs(mc_scatter/scatter - 1) < 0.12

# ---------- printed numbers ----------
print(f"temperature: {T:.0f} K")
print(f"drain current: {current*1e6:.2f} uA")
print(f"current jump: {jump*1e9:.1f} nA")
print(f"jump / drain current: {100*jump/current:.1f} %")
print(f"mean capture time: {tc*1e3:.2f} ms")
print(f"mean emission time: {te*1e3:.2f} ms")
print(f"capture rate: {kc:.1f} 1/s")
print(f"emission rate: {ke:.1f} 1/s")
print(f"sum of rates (angular corner): {lam:.1f} 1/s")
print(f"corner frequency: {fc:.1f} Hz")
print(f"cycle rate 1/(tc+te): {1/(tc+te):.1f} 1/s")
print(f"filled fraction: {filled:.3f}")
print(f"rms fluctuation: {jump*np.sqrt(filled*(1-filled))*1e9:.2f} nA")
print(f"plateau S(0): {S0:.4e} A^2/Hz")
print(f"S at corner: {machlup(fc, jump, tc, te):.4e} A^2/Hz")
print(f"height relative to symmetric case: {4*filled*(1-filled):.3f}")
print(f"thermal energy kT: {kT*1e3:.2f} meV")
print(f"trap level above Fermi level: {level_eV*1e3:.1f} meV")
print(f"Monte Carlo: {records} records of {length:.1f} s")
for f in (100, 400, 1000):
    s = mc_S[list(freqs).index(f)]
    print(f"S({f} Hz) formula, simulated: "
          f"{machlup(f, jump, tc, te):.3e}, {s:.3e} A^2/Hz")
print(f"largest deviation, {len(freqs)} frequencies: {100*mc_dev:.1f} %")
print(f"simulated filled fraction: {mc_filled:.4f}")
print(f"simulated angular corner: {mc_lam:.0f} 1/s")
print(f"simulated plateau: {mc_S0:.3e} A^2/Hz")
print(f"p(1-p) from simulated spectrum: {product:.4f}")
print(f"roots for filled fraction: {root:.3f}, {1-root:.3f}")
print(f"recovered capture time (small root): {mc_tc*1e3:.2f} ms")
print(f"recovered emission time (small root): {mc_te*1e3:.3f} ms")
print(f"hidden stage, plateau / Machlup: {ratio_plateau:.4f}")
print(f"hidden stage, half-power / sum of rates: {half3/rate:.3f}")
print(f"hidden stage, tail / tail law: {ratio_tail:.4f}")
print(f"assumed activation energy: {activation:.2f} eV")
print(f"corner shift for 1 K warming: {100*heat:.1f} %")
print(f"assumed flicker S/I^2 at 1 Hz: {flicker_rel:.1e} 1/Hz")
print(f"flicker exceeds telegraph noise below: {f_low:.2f} Hz")
print(f"flicker / telegraph noise at corner: {100*flicker_fc:.2f} %")
print(f"full shot noise: {white:.2e} A^2/Hz")
print(f"shot noise exceeds telegraph noise above: {f_high/1e3:.0f} kHz")
print(f"amplifier bandwidth: {band/1e3:.0f} kHz")
print(f"power lost at corner by amplifier: {100*band_loss:.2f} %")
print(f"record length: {record:.0f} s, cycles: {cycles}")
print(f"corner scatter formula: {100*scatter:.2f} %")
print(f"corner scatter simulated: {100*mc_scatter:.2f} %")
print(f"level shift for degeneracy factor 2: {kT*np.log(2)*1e3:.1f} meV")
print("success")
```

Output:

```
temperature: 300 K
drain current: 1.00 uA
current jump: 20.0 nA
jump / drain current: 2.0 %
mean capture time: 2.00 ms
mean emission time: 0.50 ms
capture rate: 500.0 1/s
emission rate: 2000.0 1/s
sum of rates (angular corner): 2500.0 1/s
corner frequency: 397.9 Hz
cycle rate 1/(tc+te): 400.0 1/s
filled fraction: 0.200
rms fluctuation: 8.00 nA
plateau S(0): 1.0240e-19 A^2/Hz
S at corner: 5.1200e-20 A^2/Hz
height relative to symmetric case: 0.640
thermal energy kT: 25.85 meV
trap level above Fermi level: 35.8 meV
Monte Carlo: 4000 records of 0.2 s
S(100 Hz) formula, simulated: 9.632e-20, 9.621e-20 A^2/Hz
S(400 Hz) formula, simulated: 5.093e-20, 5.082e-20 A^2/Hz
S(1000 Hz) formula, simulated: 1.400e-20, 1.411e-20 A^2/Hz
largest deviation, 12 frequencies: 1.8 %
simulated filled fraction: 0.1997
simulated angular corner: 2505 1/s
simulated plateau: 1.023e-19 A^2/Hz
p(1-p) from simulated spectrum: 0.1602
roots for filled fraction: 0.200, 0.800
recovered capture time (small root): 1.99 ms
recovered emission time (small root): 0.499 ms
hidden stage, plateau / Machlup: 0.7500
hidden stage, half-power / sum of rates: 1.479
hidden stage, tail / tail law: 1.0003
assumed activation energy: 0.50 eV
corner shift for 1 K warming: 6.6 %
assumed flicker S/I^2 at 1 Hz: 1.0e-07 1/Hz
flicker exceeds telegraph noise below: 0.98 Hz
flicker / telegraph noise at corner: 0.49 %
full shot noise: 3.20e-25 A^2/Hz
shot noise exceeds telegraph noise above: 225 kHz
amplifier bandwidth: 10 kHz
power lost at corner by amplifier: 0.16 %
record length: 10 s, cycles: 4000
corner scatter formula: 1.30 %
corner scatter simulated: 1.31 %
level shift for degeneracy factor 2: 17.9 meV
success
```
